\section*{Second-order gauge coupling of separable potentials and insulator current response}

A model insulating crystal with two electrons per cell is placed in a uniform, static vector potential. The kinetic energy contributes $+2.000$ to its current response, and second-order perturbation theory with the correct velocity operator contributes $-2.749$. The sum is $-0.749$ electrons per cell, although a uniform static vector potential carries neither an electric nor a magnetic field and should drive no current through filled bands. The missing $+0.749$ comes from the nonlocal potential, at second order in the vector potential.

Hartree atomic units are used. The electron has charge $-1$, and the factor $1/c$ is absorbed in $\mathbf A$, so that the kinetic momentum is $\mathbf p+\mathbf A$ and the applied electric field is $\mathbf E=-\partial_t\mathbf A$. Electrons move independently in a local potential $V_{\rm loc}$ and a separable potential, which for one atom at $\mathbf R$ is
\begin{equation}
V=\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j| ,\qquad D_{ij}=D_{ji}^* .
\end{equation}
Other atoms add terms of the same form.

A change of gauge $\mathbf A\to\mathbf A+\nabla\chi$ must be equivalent to $\psi\to e^{-i\chi}\psi$. The kinetic term satisfies this, because $\mathbf p\,e^{-i\chi}=e^{-i\chi}(\mathbf p-\nabla\chi)$ gives
\begin{equation}
(\mathbf p+\mathbf A+\nabla\chi)e^{-i\chi}\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi .
\end{equation}
A local potential commutes with the phase and needs no change. The overlap $\langle\beta_j|\psi\rangle$, however, becomes $\langle\beta_j|e^{-i\chi}\psi\rangle$, which is a different number. The projectors must therefore carry a compensating phase. Define
\begin{equation}
\theta(\mathbf r)=\int_0^1 ds\;\mathbf A(\mathbf R+s\mathbf d)\cdot\mathbf d,
\qquad \mathbf d=\mathbf r-\mathbf R,
\end{equation}
the line integral of $\mathbf A$ along the straight path from the atom to $\mathbf r$, and set
\begin{equation}
|\beta_i^A\rangle=e^{-i\theta}|\beta_i\rangle,\qquad
V_A=\sum_{ij}|\beta_i^A\rangle D_{ij}\langle\beta_j^A| .
\end{equation}
Since $\nabla\chi\cdot\mathbf d$ on the path is the derivative of $\chi(\mathbf R+s\mathbf d)$ with respect to $s$, the gauge change gives $\theta\to\theta+\chi(\mathbf r)-\chi(\mathbf R)$. The constant phase $e^{i\chi(\mathbf R)}$ of the ket cancels against its conjugate in the bra, because $D_{ij}$ connects projectors on the same atom. What remains is $V_A\to e^{-i\chi}V_Ae^{i\chi}$, as required.

Gauge covariance does not select the straight path. Another path from $\mathbf R$ to $\mathbf r$ changes $\theta$ by the magnetic flux through the loop between the two. For uniform $\mathbf A$ there is no flux, and the choice has no effect.

To count orders, replace $\mathbf A$ by $\lambda\mathbf A$, so that $\theta$ becomes $\lambda\theta$. The ket and the bra expand as
\begin{align}
e^{-i\lambda\theta}|\beta_i\rangle&=|\beta_i\rangle-i\lambda|\theta\beta_i\rangle-\tfrac12\lambda^2|\theta^2\beta_i\rangle+\dots,\\
\langle\beta_j|e^{i\lambda\theta}&=\langle\beta_j|+i\lambda\langle\theta\beta_j|-\tfrac12\lambda^2\langle\theta^2\beta_j|+\dots .
\end{align}
In their product the terms linear in $\lambda$ are
\begin{equation}
V^{(1)}=\sum_{ij}D_{ij}\bigl(-i|\theta\beta_i\rangle\langle\beta_j|+i|\beta_i\rangle\langle\theta\beta_j|\bigr)=-i[\theta,V].
\end{equation}
At order $\lambda^2$ there are three terms. The product of the two linear pieces has the factor $(-i)(i)=+1$, and each quadratic piece multiplies an undressed partner:
\begin{equation}
V^{(2)}=\sum_{ij}D_{ij}\Bigl(|\theta\beta_i\rangle\langle\theta\beta_j|
-\tfrac12|\theta^2\beta_i\rangle\langle\beta_j|
-\tfrac12|\beta_i\rangle\langle\theta^2\beta_j|\Bigr).
\label{V2}
\end{equation}
As operators these terms are $\theta V\theta-\frac12\theta^2V-\frac12V\theta^2$. Because $[\theta,[\theta,V]]=\theta^2V-2\theta V\theta+V\theta^2$,
\begin{equation}
V^{(2)}=-\tfrac12[\theta,[\theta,V]],\qquad
V^{(2)}(\mathbf r,\mathbf r')=-\tfrac12[\theta(\mathbf r)-\theta(\mathbf r')]^2V(\mathbf r,\mathbf r').
\end{equation}
The kernel shows that this is an effect of nonlocality: a local potential acts at $\mathbf r=\mathbf r'$, where the bracket is zero.

For uniform $\mathbf A$, $\theta=\mathbf A\cdot(\mathbf r-\mathbf R)$, and the constant $\mathbf A\cdot\mathbf R$ drops out of the commutators. With summation over repeated Cartesian indices,
\begin{equation}
V_A=V+A_au_a+\tfrac12A_aA_bW_{ab}+\dots,
\end{equation}
\begin{equation}
u_a=-i[r_a,V],\qquad W_{ab}=-[r_a,[r_b,V]].
\end{equation}
The full Hamiltonian to second order is therefore
\begin{equation}
H(\mathbf A)=H+A_av_a+\tfrac12A_aA_b(\delta_{ab}+W_{ab}),\qquad v_a=p_a+u_a .
\label{HA}
\end{equation}
The operator $W_{ab}$ stands beside the kinetic $\delta_{ab}$ and is the nonlocal diamagnetic term.

It also belongs to the current. The velocity in the presence of the field is $i[H(\mathbf A),r_a]$. The kinetic part of this commutator is $p_a+A_a$. In the nonlocal part the kernel is $V(\mathbf r,\mathbf r')e^{-i\mathbf A\cdot(\mathbf r-\mathbf r')}$, and both $i[V_A,r_a]$ and $\partial V_A/\partial A_a$ multiply it by $-i(r_a-r_a')$. Hence the velocity is $\partial H/\partial A_a$, and the electric current of a particle of charge $-1$ is
\begin{equation}
J_a=-\frac{\partial H}{\partial A_a}=-v_a-(\delta_{ab}+W_{ab})A_b+\dots .
\label{J}
\end{equation}
Once $u$ has been admitted to the velocity, $W$ follows from the same commutator at the next order.

A finite system in one dimension shows the cancellation most directly. Let $|n\rangle$ be the occupied state of one electron, let $c$ run over the other states, and let $\Delta_c=\varepsilon_c-\varepsilon_n$. From $v=i[H,x]$ follows $v_{cn}=i\Delta_cx_{cn}$, so
\begin{equation}
2\sum_c\frac{|v_{cn}|^2}{\Delta_c}=2\sum_c\Delta_c|x_{cn}|^2
=\langle n|[x,[H,x]]|n\rangle .
\end{equation}
The kinetic part of the double commutator is $[x,-ip]=1$. The nonlocal part is $[x,[V,x]]=-[x,[x,V]]=W$. The paramagnetic sum thus equals $1+\langle W\rangle$, not $1$. The nonlocal potential changes the oscillator-strength sum rule, and the diamagnetic term must change with it.

In a crystal $x$ does not preserve the Bloch boundary conditions, and the argument has to be made in $k$ space. Let $H_k=e^{-ikx}He^{ikx}$ act on lattice-periodic functions, with $H_ku_{nk}=\varepsilon_n(k)u_{nk}$. A uniform $A$ multiplies the nonlocal kernel by $e^{-iA(x-x')}$, which keeps the lattice periodicity, and going to the Bloch form multiplies it by $e^{-ik(x-x')}$. The two phases combine, as do $k$ and $A$ in the kinetic term $\frac12(p+k+A)^2$. Therefore
\begin{equation}
H_k(A)=H_{k+A},\qquad \varepsilon_n(k;A)=\varepsilon_n(k+A).
\label{shift}
\end{equation}
The allowed values of $k$ are fixed by the boundary conditions and do not move.

The left side of the energy relation can be found by perturbation theory at fixed $k$. The expectation value of the perturbation in \eqref{HA} gives $A\langle v\rangle+\frac12A^2(1+\langle W\rangle)$, and its linear part gives $-A^2\sum_c|v_{cn}|^2/\Delta_c$ in second order. The right side is $\varepsilon_n+A\varepsilon_n'+\frac12A^2\varepsilon_n''$. Equating the coefficients of $A^2/2$ yields
\begin{equation}
\varepsilon_n''(k)=1+\langle W\rangle_{nk}-2\sum_{c\ne n}\frac{|v_{cn}(k)|^2}{\varepsilon_c(k)-\varepsilon_n(k)} .
\label{mass}
\end{equation}
This inverse effective mass is generally nonzero. The current response vanishes after the sum over a filled band, not state by state.

Take one filled band, separated by a gap, with two spins. For lattice constant $a$ the energy per cell is
\begin{equation}
E(A)=\frac a\pi\int_{-\pi/a}^{\pi/a}\varepsilon(k+A)\,dk .
\end{equation}
By \eqref{J} and the Hellmann--Feynman theorem the current per cell is $J=-dE/dA$. Its value at $A=0$ is proportional to the integral of $\varepsilon'$ over a period, which is zero. Writing the next order as $J=-KA$ gives
\begin{equation}
K=\frac a\pi\int_{-\pi/a}^{\pi/a}\varepsilon''\,dk
=\frac a\pi\bigl[\varepsilon'(\pi/a)-\varepsilon'(-\pi/a)\bigr]=0,
\end{equation}
because $\varepsilon'$ is periodic. Inserting \eqref{mass}, with $\overline{f}$ the average over the zone and $N=2$,
\begin{equation}
N+K_{\rm NL}+K_{\rm para}=0,
\end{equation}
\begin{equation}
K_{\rm NL}=2\,\overline{\langle W\rangle},\qquad
K_{\rm para}=-4\,\overline{\sum_c|v_{cn}|^2/\Delta_c}.
\label{sum}
\end{equation}
With several filled bands the transitions between them cancel in pairs, since exchanging the two bands reverses the sign of the denominator. In three dimensions the same argument holds for each component, because the zone integral of $\partial_a\partial_b\varepsilon$ is that of the derivative of a periodic function.

The potential was held fixed here. This is consistent if it depends on the electrons through their density alone: by \eqref{shift} the density is the zone integral of $|u_{n,k+A}|^2$, and a shift of the integration variable by $A$ returns the original density.

The crystal of the opening has $a=5.0$ bohr and $V_{\rm loc}=-V_0\cos(2\pi x/a)$ with $V_0=0.10$ hartree. Each atom, at a minimum of $V_{\rm loc}$, carries two normalized projectors, $\beta_0\propto e^{-x^2/2w^2}$ and $\beta_1\propto xe^{-x^2/2w^2}$, with $w=0.7$ bohr. Their strengths are $D_0=-0.30$ and $D_1=+0.20$ hartree, without coupling between them. Diagonalization in 25 plane waves gives a gap of $0.422$ hartree ($11.5$ eV) above the lowest band. For these projectors \eqref{V2} reduces to
\begin{equation}
W=\sum_iD_i\bigl(2|x\beta_i\rangle\langle x\beta_i|-|x^2\beta_i\rangle\langle\beta_i|-|\beta_i\rangle\langle x^2\beta_i|\bigr).
\end{equation}
At three points of the band the terms of \eqref{mass} are, in units of the inverse electron mass:
\begin{center}
\begin{tabular}{cccc}
$k$ & $\langle W\rangle$ & paramagnetic & $\varepsilon''$\\
$0$ & $0.377$ & $-0.516$ & $0.860$\\
$\pi/2a$ & $0.370$ & $-1.052$ & $0.317$\\
$\pi/a$ & $0.383$ & $-2.987$ & $-1.604$
\end{tabular}
\end{center}
At $k=0$, for instance, $1+0.377-0.516=0.860$ to rounding. The diamagnetic term hardly varies along the band, while the paramagnetic term grows almost sixfold and turns the curvature negative at the zone boundary.

The size and sign of $\langle W\rangle$ can be estimated by replacing the state at $k=0$ by the constant $1/\sqrt a$. The Gaussian integrals are $(\int\beta_0)^2=2\sqrt\pi\,w$, $\int x^2\beta_0=w^2\int\beta_0$ and $(\int x\beta_1)^2=2w^2(\int\beta_0)^2$. The integrals of $x\beta_0$, $\beta_1$ and $x^2\beta_1$ vanish by parity. Thus
\begin{equation}
\langle W\rangle\approx\frac{2w^2}{a}\Bigl(\int\beta_0\Bigr)^2(2D_1-D_0)
=\frac{4\sqrt\pi\,w^3}{a}(2D_1-D_0)=0.486\times0.70=0.34 .
\end{equation}
This is close to the computed $0.377$. The attractive even projector and the repulsive odd one both contribute positively, although their strengths have opposite signs. Reversing both strengths would reverse the estimate, so $W$ has no fixed sign.

Averaged over 32 equally spaced $k$ points, with the factor two for spin, the three contributions are
\begin{equation}
2.000+0.749-2.749=0.000 .
\end{equation}
The nonlocal diamagnetic term is more than a third of the kinetic one. Without $W$ the second-order energy per cell is $-\frac12(0.749)A^2$, so a mere change of gauge would appear to lower the energy of the crystal.

If the projectors are left without any phase, both $u$ and $W$ are absent. The paramagnetic term, computed with $p$ in place of $v$, is then $-1.491$, and $K=2.000-1.491=0.509$. This too is wrong, but in this model it is smaller in magnitude than the residue $-0.749$ left by correcting the velocity alone. Adding the first-order term without its second-order partner makes the static response worse here. The residue from omitting $W$ alone is $-K_{\rm NL}$; it vanishes when $V$ is local, or when the average of $\langle W\rangle$ happens to be zero.

A coarse $k$ mesh also spoils the cancellation, even with all operators correct. The residue, including its sign, depends on where the mesh is placed: the pair $k=0,\ \pi/a$ of the table gives $0.860-1.604=-0.74$, while the pair $k=\pm\pi/2a$ gives $2\times0.317=0.63$. With 2, 4, 8 and 16 points at the centres of equal intervals of the zone, $K$ is $0.63$, $0.054$, $2.6\times10^{-4}$ and $5\times10^{-9}$. To see why, write the even function $\varepsilon(k)$ as $\sum_mE_m\cos(mak)$. Then $\varepsilon''$ has the coefficients $-(ma)^2E_m$, and an average over $n$ equally spaced points fails to remove the harmonics whose $m$ is a nonzero multiple of $n$. The error is governed by $(na)^2E_n$, and for a smooth periodic band $E_n$ falls faster than any power of $n$. A residue from the mesh therefore disappears on refinement, whereas one from a missing operator generally converges to a nonzero value.

Complete filling matters as well. Put one electron in each cell, so that the band is filled between $\pm k_F$ with $k_F=\pi/2a$, and keep these occupations fixed while $A$ is applied. Then
\begin{equation}
K=\frac a\pi\int_{-k_F}^{k_F}\varepsilon''\,dk=\frac{2a}{\pi}\varepsilon'(k_F)
=\frac{10.0}{\pi}\times0.2189=0.697 .
\end{equation}
This is the Drude weight per cell. Since $\dot J=-K\dot A=KE$, a uniform field accelerates the electrons, with a weight that would be $1$ for one free electron per cell. If instead the occupations relax to the lowest energy at the given $A$, the filled interval moves by $-A$, the energy returns to its old value, and the static response is again zero. For a metal the result depends on which of these is meant. A filled band has no empty states at its edge into which the occupation could move, so the question does not arise.

At finite frequency the missing term shifts $K$ by the same constant, and in the polarizability this constant becomes a divergence at low frequency. Let $A(t)=A\cos\omega t$ with $\omega$ below every transition energy. Measured from $\varepsilon_n$, the first-order amplitude of state $c$ obeys $i\dot b_c=\Delta_cb_c+v_{cn}A\cos\omega t$. Its driven solution is
\begin{equation}
b_c=-\frac{Av_{cn}}2\left(\frac{e^{-i\omega t}}{\Delta_c-\omega}+\frac{e^{i\omega t}}{\Delta_c+\omega}\right).
\end{equation}
The induced velocity $2\,{\rm Re}\sum_cv_{cn}^*b_c$ is then $-2A\cos\omega t\sum_c|v_{cn}|^2\Delta_c/(\Delta_c^2-\omega^2)$. With \eqref{J}, two spins and the zone average,
\begin{equation}
K(\omega)=N+K_{\rm NL}-4\,\overline{\sum_c\frac{|v_{cn}|^2\Delta_c}{\Delta_c^2-\omega^2}} .
\end{equation}

The polarizability per cell $\alpha$ is defined by $P=\alpha E$. For the time factor $e^{-i\omega t}$, $E=i\omega A$ and $J=-i\omega P=-KA$. Hence $P=KA/(i\omega)=-KE/\omega^2$, and $\alpha=-K(\omega)/\omega^2$. A finite static limit requires $K(0)=0$. Subtracting this zero and using
\begin{equation}
\frac{\Delta}{\Delta^2-\omega^2}-\frac1\Delta=\frac{\omega^2}{\Delta(\Delta^2-\omega^2)}
\end{equation}
gives
\begin{equation}
\alpha(\omega)=4\,\overline{\sum_c\frac{|v_{cn}|^2}{\Delta_c(\Delta_c^2-\omega^2)}}
=4\,\overline{\sum_c\frac{|x_{cn}|^2\Delta_c}{\Delta_c^2-\omega^2}} .
\end{equation}
Here $x_{cn}=i\langle u_{ck}|\partial_ku_{nk}\rangle$. Differentiating $H_ku_{nk}=\varepsilon_nu_{nk}$ and projecting on $u_{ck}$ gives $v_{cn}=-\Delta_c\langle u_{ck}|\partial_ku_{nk}\rangle=i\Delta_cx_{cn}$, which justifies the second form.

In the model $\alpha$ falls from $11.78$ atomic units at $\omega=0.20$ hartree to $9.66$ at $0.02$ hartree, and its static value is $9.64$. These are independent-electron values; the potential induced by the oscillating density is left out. Omitting $W$ adds $K_{\rm NL}/\omega^2$. At $0.02$ hartree this is $0.7491/0.0004\approx1873$, and the apparent polarizability is $1882$. The false term has the frequency dependence of free carriers but, in this model, the opposite sign, since free electrons give $-N/\omega^2$.

The divergence can also be removed by subtracting the computed $K(0)$ from $K(\omega)$. For an insulator this restores the correct $\alpha$ if the velocity contains $u$. With $p$ alone the limit is finite, but the relation $v_{cn}=i\Delta_cx_{cn}$ is lost and the transition strengths are generally wrong. For a metal with fixed occupations the subtraction would remove the genuine Drude weight together with the error.
